# Methyl rotation by linear interpolation of Cartesian coordinates

## Problem

A search for a reaction path often starts from a row of trial structures, called images, placed between a known start and a known end. The simplest recipe interpolates every Cartesian coordinate linearly. This sheet examines what that recipe does to a methyl group that turns by 120 degrees about the bond joining it to the rest of the molecule.

The methyl carbon C is fixed at the origin. The atom X to which it is bonded lies on the rotation axis and is fixed too. The three C–H bonds have length $r=1.09$ Å, and all H–C–H and X–C–H angles are tetrahedral, with cosine $-1/3$. Each hydrogen keeps its label during the turn. With $\lambda$ running from 0 to 1, the interpolated position of a hydrogen is

$$\mathbf h(\lambda)=(1-\lambda)\,\mathbf h(0)+\lambda\,\mathbf h(1).$$

1. Find the C–H distance at the midpoint, $\lambda=1/2$.
2. Find the distance $d(\lambda)$ along the whole path, and show where it is smallest.
3. Describe the shape of the methyl group at the midpoint.
4. Give an interpolation that keeps the bonds intact.
5. Estimate the energy of the midpoint structure and compare it with a torsion barrier of 0.1 eV.

The geometrical relations hold in any unit of length, atomic units included. Numbers are given in angstrom and eV.

## Hints

**Hint 1.** Four alternate corners of a cube form a regular tetrahedron. Put C at the centre of the cube and X along the diagonal $(1,1,1)$. What does a turn of 120 degrees about that diagonal do to the coordinates $x,y,z$?

**Hint 2.** For general $\lambda$, split each bond vector into a part along the axis and a part perpendicular to it. Only one of them changes.

**Hint 3.** At the midpoint, take the scalar product of two C–H vectors.

**Hint 4.** A straight line between two points of a circle leaves the circle. Which variable would keep the hydrogen on it?

**Hint 5.** A Morse curve gives the scale of the bond energy. Then ask which other atoms have been pushed together.

## Solution

### 1. The midpoint

Take the unit vector $\mathbf u=(1,1,1)/\sqrt3$ from C towards X, and place the hydrogens at

$$\mathbf h_1=\frac{r}{\sqrt3}(1,-1,-1),\quad \mathbf h_2=\frac{r}{\sqrt3}(-1,1,-1),\quad \mathbf h_3=\frac{r}{\sqrt3}(-1,-1,1).$$

Each vector has length $(r/\sqrt3)\sqrt{1+1+1}=r$. The angles are right as well:

$$\frac{\mathbf h_1\cdot\mathbf h_2}{r^2}=\frac{-1-1+1}{3}=-\frac13,\qquad \frac{\mathbf u\cdot\mathbf h_1}{r}=\frac{1-1-1}{3}=-\frac13 .$$

The cyclic exchange $(x,y,z)\to(z,x,y)$ leaves $\mathbf u$ in place. It is an even permutation of the axes, so it is a proper rotation. Its matrix has no diagonal elements, hence trace zero. The trace of a rotation by $\theta$ is $1+2\cos\theta$, which gives $\cos\theta=-1/2$ and $\theta=120$ degrees. This is the required turn, and it carries $\mathbf h_1$ to $\mathbf h_2$, $\mathbf h_2$ to $\mathbf h_3$ and $\mathbf h_3$ to $\mathbf h_1$.

The first hydrogen therefore has the midpoint position

$$\frac{\mathbf h_1+\mathbf h_2}{2}=\frac{r}{2\sqrt3}(0,0,-2)=\frac{r}{\sqrt3}(0,0,-1).$$

The other two follow in the same way and lie at $(r/\sqrt3)(-1,0,0)$ and $(r/\sqrt3)(0,-1,0)$. All three C–H distances are thus

$$d(1/2)=\frac{r}{\sqrt3}=\frac{1.09\ \text{Å}}{\sqrt3}=0.629\ \text{Å}\quad(1.189\ \text{bohr}).$$

The bonds have shrunk to 58 % of their proper length, although both end structures are undistorted.

### 2. The whole path

Let the turn be by a general angle $\theta$. The part of a bond along the axis has length $r/3=0.363$ Å. By Pythagoras, the perpendicular part has length

$$\rho=\sqrt{r^2-\frac{r^2}{9}}=\frac{\sqrt8}{3}\,r=1.028\ \text{Å}.$$

The axial part is the same at both ends, so interpolation leaves it unchanged. The perpendicular vectors $\mathbf q_0$ and $\mathbf q_1$ at the two ends both have length $\rho$ and enclose the angle $\theta$. The squared length of their interpolated vector is

$$|(1-\lambda)\mathbf q_0+\lambda\mathbf q_1|^2=\rho^2\left[(1-\lambda)^2+\lambda^2+2\lambda(1-\lambda)\cos\theta\right].$$

Since $(1-\lambda)^2+\lambda^2=1-2\lambda(1-\lambda)$, the bracket equals $1-2\lambda(1-\lambda)(1-\cos\theta)$. Adding the squared axial part gives

$$d^2=\frac{r^2}{9}+\frac{8r^2}{9}\left[1-2\lambda(1-\lambda)(1-\cos\theta)\right]
=r^2\left[1-\frac{16}{9}\lambda(1-\lambda)(1-\cos\theta)\right].$$

For 120 degrees, $1-\cos\theta=3/2$, and therefore

$$d(\lambda)=r\sqrt{1-\frac83\lambda(1-\lambda)} .$$

The product $\lambda(1-\lambda)=\frac14-(\lambda-\frac12)^2$ is largest at $\lambda=1/2$, so the distance is smallest there. The square root is then $\sqrt{1-2/3}=1/\sqrt3$, in agreement with part 1.

Near the start, $\lambda(1-\lambda)\approx\lambda$ and $\sqrt{1-x}\approx1-x/2$, so $d\approx r(1-\tfrac43\lambda)$. The shortening is of first order in $\lambda$, because the chord points into the circle from its first step. Images close to the ends are therefore damaged too: at $\lambda=0.10$ the distance is already 0.950 Å, and at $\lambda=0.25$ it is 0.771 Å.

### 3. The shape at the midpoint

The three midpoint vectors found in part 1 lie along three different Cartesian axes. The H–C–H angles are therefore 90 degrees instead of 109.5 degrees. The cosine of the X–C–H angle is $\mathbf u\cdot(0,0,-1)=-1/\sqrt3$, which means 125.3 degrees.

The perpendicular part of each bond has been halved, from 1.028 to 0.514 Å, while the axial part has stayed. The group closes like an umbrella. The H–H distances are halved with it, from 1.780 Å to $\sqrt2\,(r/\sqrt3)=0.890$ Å.

### 4. An interpolation that keeps the bonds

Let $R(\alpha)$ be the rotation by $\alpha$ about $\mathbf u$. Interpolating the angle instead of the coordinates gives

$$\mathbf h(\lambda)=R(\lambda\theta)\,\mathbf h(0).$$

A rotation preserves lengths and mutual angles, so the C–H distance stays at 1.09 Å for every $\lambda$, and the methyl group stays tetrahedral. At $\lambda=1/2$ the chord and the arc have the same direction about the axis. If the start is staggered, both midpoints are eclipsed. The linear path thus has the right torsion angle at its middle but the wrong bond lengths.

The labels matter here. Hydrogens are identical, and the end structure is the start with its labels permuted. Assigning each final position to the nearest initial hydrogen would give a path with no motion at all. That is suitable if the turn was an accident of numbering, and unsuitable if the rotation is the process to be studied.

### 5. The energy scale

Describe each C–H bond by a Morse curve,

$$E(d)=D\left[e^{-a(d-r)}-1\right]^2,$$

with the rough typical values $D=4.8$ eV and $a=1.8$ Å$^{-1}$. At the midpoint one bond costs

$$E=4.8\ \text{eV}\left[e^{1.8\,(1.09-0.6293)}-1\right]^2=8.01\ \text{eV},$$

and three bonds cost 24 eV. This is 240 times the assumed torsion barrier of 0.1 eV. Even at $\lambda=0.10$ the three bonds cost 1.2 eV. An energy profile computed on these images without relaxation would measure squeezed bonds, not the rotation.

The Morse curve is used here far up its inner wall, where parameters chosen for the region near equilibrium are a weak guide. To see how much depends on the curve, expand it for small $d-r$. The bracket becomes $-a(d-r)$, so that $E\approx Da^2(d-r)^2=\frac12k(d-r)^2$ with

$$k=2Da^2=2(4.8)(1.8)^2=31.1\ \text{eV/Å}^2 .$$

This harmonic form gives 9.9 eV for the three bonds. The two values differ by more than a factor of two, so these bond models fix the energy in order of magnitude only. They do not bracket it: for ethane with this geometry, MP2 in the cc-pVTZ basis places the midpoint about 32 eV above the staggered start, higher than either value. The comparison with the torsion barrier is unaffected by that uncertainty.

Two further contributions can be sized for the same structure.

**Bending.** With a rough constant of 3.5 eV/rad$^2$ for each of the six angles at carbon, and angles converted to radians,

$$\frac{3.5}{2}\left[3(90.00-109.47)^2+3(125.26-109.47)^2\right]\left(\frac{\pi}{180}\right)^2=1.0\ \text{eV}.$$

**Repulsion between hydrogens.** Two electrons in different C–H bonds have nearly uncorrelated spins. Of the four spin states of such a pair, one is a singlet and three are triplets. A pair energy can therefore be estimated from H$_2$ at the same distance, with weights 1/4 and 3/4. The H$_2$ levels were computed by full two-electron diagonalization in the cc-pVTZ basis, with fixed nuclei, and are counted from two separate atoms. At 0.890 Å they are −4.41 eV for the singlet and 4.20 eV for the triplet:

$$\tfrac14(-4.41)+\tfrac34(4.20)=2.05\ \text{eV}.$$

At the initial distance of 1.780 Å the levels are −0.98 and 0.47 eV, and the same average is 0.11 eV. The rise for three pairs is $3(2.05-0.11)=5.8$ eV. This estimate leaves out the carbon atom. The levels are also not converged in the basis to the digits shown: adding diffuse functions lowers the triplet at 0.890 Å by about 0.05 eV and the singlet levels by up to about 0.03 eV, and brings the rise to about 5.7 eV. It should not be added to the bending energy, since bending constants already contain part of the repulsion between hydrogens.

The forces are as troublesome as the energy. With $g=e^{-a(d-r)}$, the outward force on a hydrogen is

$$F=-\frac{dE}{dd}=2Da\,g(g-1),$$

which is 51 eV/Å at the midpoint. This is the force of the Morse bond alone; for ethane in this geometry, MP2 in the cc-pVDZ basis gives about 74 eV/Å, so the model understates it. Suppose that an optimizer divides this force by the equilibrium constant $k$ and takes the full step. The hydrogen then moves outwards by $51.1/31.1=1.6$ Å, where 0.46 Å would restore the bond. A limit on the step length prevents this overshoot, but a better initial path removes its cause.

### Beside real precursor molecules

Methyl groups are common ligands in the metal-organic precursors used for film growth. A C–H length near 1.09 Å and nearly tetrahedral angles are typical of them. A torsion barrier of 0.1 eV is a rough value for a methyl group on another saturated carbon. On a larger metal atom, with a longer bond to carbon, the barrier can be much lower, which makes the contrast greater.

Real X–C–H angles, here called $\beta$, differ from the tetrahedral value by a few degrees. If threefold symmetry is kept, halving the perpendicular part gives $d^2=r^2(\cos^2\beta+\frac14\sin^2\beta)=r^2(1-\frac34\sin^2\beta)$. Differentiation yields $2d\,\mathrm dd/\mathrm d\beta=-\frac34r^2\sin2\beta$. At the tetrahedral angle $\sin2\beta=2(\sqrt8/3)(-1/3)=-4\sqrt2/9$, and with $d=r/\sqrt3$ the slope is $r/\sqrt6$ per radian. This is about 0.008 Å per degree, so the collapse survives such deviations. The assumption that matters more is the fixed frame, which the first variation removes.

## Variation 1: the molecule may turn as a whole

*Two equal methyl groups are joined by a C–C bond. One is turned by 120 degrees. Before interpolation, the end structure is superposed on the start by least squares, with equal weights for all atoms. What is the midpoint C–H distance?*

Turn the end structure back by $\beta$ about the C–C axis. Relative to the start, one group is now turned by $120^\circ-\beta$ and the other by $-\beta$. A hydrogen turned by $\alpha$ is displaced by a squared distance $2\rho^2(1-\cos\alpha)$. The sum over six hydrogens is

$$S=6\rho^2\left[2-\cos(120^\circ-\beta)-\cos\beta\right]=6\rho^2\left[2-\cos(\beta-60^\circ)\right],$$

because the two cosines add up to $2\cos60^\circ\cos(\beta-60^\circ)$. The minimum is at $\beta=60$ degrees: the groups share the turn equally, in opposite senses. This argument covers turns about the axis; a numerical superposition that allows every rotation also gives 60.00 degrees.

The carbons lie on the axis and do not move. Each group follows the law of part 2 with $\theta=60$ degrees, where $1-\cos\theta=1/2$:

$$d(1/2)=r\sqrt{1-\frac{16}{9}\cdot\frac14\cdot\frac12}=\frac{\sqrt7}{3}\,r=0.961\ \text{Å}.$$

The collapse is milder, but it now affects six bonds. If the methyl group is attached to a large molecule or a surface, with many atoms far from the axis, the superposition can turn that frame only slightly, and the result then moves back towards 0.629 Å.

## Variation 2: smaller and larger turns

*Insert one correct structure at 60 degrees on the arc, in the fixed frame of the main problem, and interpolate linearly within each half. What is gained, and what happens for other angles?*

Each half is a turn by 60 degrees, so the shortest C–H distance is again 0.961 Å. The Morse curve of part 5 then gives, for the three bonds,

$$3(4.8\ \text{eV})\left[e^{1.8\,(1.09-0.9613)}-1\right]^2=0.98\ \text{eV}$$

instead of 24 eV. That is still well above the torsion barrier of 0.1 eV, so more than one inserted structure is advisable.

For a general turn, use $1-\cos\theta=2\sin^2(\theta/2)$ at the midpoint:

$$d(1/2)=r\sqrt{1-\frac89\sin^2\frac\theta2}.$$

For small $\theta$ in radians, $\sin^2(\theta/2)\approx\theta^2/4$ and $d\approx r(1-\theta^2/9)$. The harmonic energy of three bonds is then

$$3Da^2\left(\frac{r\theta^2}{9}\right)^2=\frac{Da^2r^2\theta^4}{27}.$$

Halving a small turn therefore lowers the stretch energy at the middle of each piece by a factor of 16. Five inserted structures, for example, divide the turn of 120 degrees into pieces of 20 degrees. The formula then gives 0.01 eV for the three bonds, a tenth of the assumed torsion barrier.

In the opposite limit, $\theta=180$ degrees, the perpendicular part vanishes at the midpoint. All three hydrogens then meet at one point on the axis, at $r/3=0.363$ Å from the carbon. No energy model for separate bonds has a meaning there.

## Computed values

```
Input C-H bond length r: 1.09 angstrom
Input Morse depth D: 4.8 eV
Input Morse range parameter a: 1.8 1/angstrom
Input bending constant: 3.5 eV/rad^2
Input torsion barrier V3: 0.1 eV
Tetrahedral angle: 109.47 degrees
Axial part of a C-H bond: 0.3633 angstrom
Radial part at the start: 1.0277 angstrom
Radial part at the midpoint: 0.5138 angstrom
lambda = 0.00: C-H distance 1.0900 angstrom, Morse energy of three bonds 0.00 eV
lambda = 0.10: C-H distance 0.9502 angstrom, Morse energy of three bonds 1.18 eV
lambda = 0.25: C-H distance 0.7707 angstrom, Morse energy of three bonds 8.68 eV
lambda = 0.50: C-H distance 0.6293 angstrom, Morse energy of three bonds 24.02 eV
Midpoint C-H distance: 0.6293 angstrom = 1.1892 bohr
Midpoint C-H distance over r: 0.5774
C-H distance at half angle on the arc: 1.0900 angstrom
H-C-H angle at the midpoint: 90.00 degrees
X-C-H angle at the midpoint: 125.26 degrees
H-H distance at the start: 1.7800 angstrom
H-H distance at the midpoint: 0.8900 angstrom
Superposition turn for two equal rotors: 60.00 degrees
Midpoint C-H distance after superposition: 0.9613 angstrom
Harmonic stretch constant: 31.1 eV/angstrom^2
Morse energy of one bond at the midpoint: 8.01 eV
Harmonic energy of three bonds at the midpoint: 9.9 eV
Morse energy of three bonds over V3: 240
Outward Morse force on each H at the midpoint: 51.1 eV/angstrom
Bending energy at the midpoint, six angles: 1.01 eV
H2 singlet at the start H-H distance: -0.98 eV
H2 triplet at the start H-H distance: 0.47 eV
H2 singlet at the midpoint H-H distance: -4.41 eV
H2 triplet at the midpoint H-H distance: 4.20 eV
Weighted H-H pair energy at the start: 0.11 eV
Weighted H-H pair energy at the midpoint: 2.05 eV
Rise of H-H repulsion, three pairs: 5.8 eV
```
